# Cross-plane heat conduction by gray phonons between black contacts: test program

```python
"""
Result under test: gray phonons between black contacts obey exactly
    k_eff = k / (1 + 2 m L/d),   k = C v L / 3,   2/3 <= m <= 1,
and m = 2/3 gives the interpolation k / (1 + 4 L / (3 d)), an upper bound
with the correct diffusive and ballistic limits.
C: heat capacity per volume, v: speed, L: mean free path, d: thickness,
k_eff = heat flux * d / (contact temperature difference),
m: flux-weighted mean cosine of the deficit h(mu) in phonons reaching the
hot contact, h = hot temperature - directional temperature.
In the solver, lengths are in units of L, tau = d/L, and the contacts
have temperatures 1 (hot) and 0 (cold). Flux is in units of C v.
"""
import numpy as np
from scipy.special import expn

nodes, weights = np.polynomial.legendre.leggauss(48)
root_mu = 0.5 * (nodes + 1.0)
mu = root_mu**2                       # resolves grazing directions
mu_weight = weights * root_mu         # includes d(mu) = 2 root_mu d(root_mu)


def solve_temperature(tau, cells=600):
    """Collocation with piecewise linear T and exact kernel integrals."""
    x = 0.5 * tau * (1.0 - np.cos(np.pi * np.arange(cells + 1) / cells))
    x[-1] = tau
    distance = np.abs(x[:, None] - x[None, :])
    # Second antiderivative of E1(|u|), smooth enough at u = 0
    primitive = expn(3, distance) + distance
    slope = np.diff(primitive, axis=1) / np.diff(x)
    from_hot = expn(2, x)
    from_cold = expn(2, tau - x)
    kernel = np.zeros((cells + 1, cells + 1))
    kernel[:, :-1] += slope
    kernel[:, 1:] -= slope
    kernel[:, 0] += 1.0 - from_hot
    kernel[:, -1] += 1.0 - from_cold
    temperature = np.linalg.solve(np.eye(cells + 1) - 0.5 * kernel,
                                  0.5 * from_hot)
    return x, temperature


def arriving(temps, distances, wall):
    """Directional temperature collected along a ray back to a contact."""
    attenuation = np.exp(-distances[None, :] / mu[:, None])
    gradients = np.diff(temps) / np.diff(distances)
    inside = mu * ((attenuation[:, :-1] - attenuation[:, 1:]) @ gradients)
    return temps[0] + (wall - temps[-1]) * attenuation[:, -1] + inside


def moments(x, temps, i):
    """Flux/(C v) and second angular moment at node i, by definition."""
    right = arriving(temps[:i + 1][::-1], x[i] - x[:i + 1][::-1], 1.0)
    left = arriving(temps[i:], x[i:] - x[i], 0.0)
    flux = 0.5 * np.sum(mu_weight * mu * (right - left))
    second = 0.5 * np.sum(mu_weight * mu**2 * (right + left))
    return flux, second


def analyse(tau, cells=600):
    x, temps = solve_temperature(tau, cells)
    deficit = 1.0 - arriving(temps, x, 0.0)
    mean_cosine = (np.sum(mu_weight * mu**2 * deficit)
                   / np.sum(mu_weight * mu * deficit))
    flux = moments(x, temps, 0)[0]
    return x, temps, deficit, mean_cosine, flux


def interpolation(tau):
    return 1.0 / (1.0 + 4.0 / (3.0 * tau))


# Exact relations, monotonicity and bounds, over five decades of thickness
solutions = {}
for tau in (0.001, 0.1, 1.0, 10.0, 100.0):
    x, temps, deficit, m, flux = analyse(tau)
    solutions[tau] = (temps, m, flux)
    second_hot = moments(x, temps, 0)[1]
    for i in (150, 300, 450, 600):
        local_flux, local_second = moments(x, temps, i)
        assert abs(local_flux / flux - 1.0) < 1e-3   # discretization error
        # small floor: this difference itself vanishes for a thin film
        assert abs(second_hot - local_second - flux * x[i]) \
            < 1e-3 * flux * x[i] + 1e-6
    ratio = 3.0 * flux * tau                         # k_eff / k from flux
    assert abs(ratio * (1.0 + 2.0 * m / tau) - 1.0) < 1e-3
    assert np.max(np.abs(temps + temps[::-1] - 1.0)) < 1e-5
    assert np.all(np.diff(temps) < 1e-6)
    assert np.all(np.diff(deficit) > -1e-6)
    assert np.all(deficit > np.exp(-tau / mu) - 1e-6)
    assert np.all(deficit < 1.0 + 1e-6)
    assert 2.0 / 3.0 - 1e-5 < m < 1.0
    assert 1.0 / (1.0 + 2.0 / tau) < ratio
    assert ratio < interpolation(tau) * (1.0 + 1e-5)

# Ballistic limit and its first correction
thin = 0.001
thin_transmission = 4.0 * solutions[thin][2]
thin_slope = (1.0 - thin_transmission) / thin
formula_slope = (1.0 - 4.0 * interpolation(thin) / (3.0 * thin)) / thin
assert abs(thin_transmission - 1.0) < 0.002
assert abs(solutions[thin][1] - 2.0 / 3.0) < 0.001
assert abs(thin_slope - 1.0) < 0.02
assert abs(formula_slope - 0.75) < 0.01

# Diffusive limit and the thick-film constant
thick_ratio = 3.0 * solutions[100.0][2] * 100.0
assert abs(thick_ratio - 1.0) < 0.02
assert abs(thick_ratio / interpolation(100.0) - 1.0) < 0.002
assert abs(solutions[10.0][1] - solutions[100.0][1]) < 0.001
assert solutions[100.0][1] > 2.0 / 3.0 + 0.03

# Independent random walks: cosine-law emission, isotropic scattering
rng = np.random.default_rng(12345)
walkers = 400000
position = np.zeros(walkers)
cosine = np.sqrt(rng.random(walkers))
transmitted = 0
while position.size:
    position = position + cosine * rng.exponential(size=position.size)
    transmitted += np.count_nonzero(position >= 1.0)
    position = position[(position > 0.0) & (position < 1.0)]
    cosine = rng.uniform(-1.0, 1.0, position.size)
walk_fraction = transmitted / walkers
walk_error = np.sqrt(walk_fraction * (1.0 - walk_fraction) / walkers)
solver_fraction = 4.0 * solutions[1.0][2]
assert abs(walk_fraction - solver_fraction) < 5.0 * walk_error + 1e-4

# Largest excess of the interpolation over the numerical solution
scan = np.geomspace(0.1, 10.0, 41)
excess = np.array([interpolation(t) / (3.0 * analyse(t, 300)[4] * t) - 1.0
                   for t in scan])
peak = int(np.argmax(excess))
assert 0 < peak < len(scan) - 1
assert 0.02 < excess[peak] < 0.04

# Worked example with round model parameters
C = 1.0e6
v = 3000.0
L = 100.0e-9
delta_T = 1.0
k = C * v * L / 3.0
print(f"heat capacity C = {C:.3e} J/(m^3 K)")
print(f"phonon speed v = {v:.0f} m/s")
print(f"mean free path L = {L * 1e9:.0f} nm")
print(f"contact temperature difference = {delta_T:.1f} K")
print(f"bulk conductivity k = {k:.2f} W/(m K)")
print(f"ballistic flux C v dT/4 = {C * v * delta_T / 4:.4e} W/m^2")
for tau in (0.1, 1.0, 10.0, 100.0):
    temps, m, flux = solutions[tau]
    print(f"thickness d = {tau * L * 1e9:.0f} nm, d/L = {tau:g}")
    print(f"  mean cosine m = {m:.4f} (dimensionless)")
    print(f"  k_eff numerical = {k * 3 * flux * tau:.2f} W/(m K)")
    print(f"  k_eff interpolation = {k * interpolation(tau):.2f} W/(m K)")
    print(f"  k_eff lower bound = {k / (1 + 2 / tau):.2f} W/(m K)")
    print(f"  heat flux numerical = {C * v * flux * delta_T:.3e} W/m^2")
jump = (1.0 - solutions[1.0][0][0]) * delta_T
print(f"hot-face temperature jump at d = L: {jump:.3f} K")
print(f"transmitted fraction at d = L, solver: {solver_fraction:.4f}")
print(f"transmitted fraction at d = L, walks: {walk_fraction:.4f}")
print(f"standard error of walk fraction: {walk_error:.4f}")
print(f"thin-film test thickness d/L = {thin:g}")
print(f"  mean cosine m = {solutions[thin][1]:.4f} (dimensionless)")
print(f"  transmitted fraction = {thin_transmission:.5f}")
print(f"  loss slope numerical = {thin_slope:.3f} per d/L")
print(f"  loss slope interpolation = {formula_slope:.3f} per d/L")
print(f"largest interpolation excess = {100 * excess[peak]:.2f} percent")
print(f"  found near d/L = {scan[peak]:.2f} (dimensionless)")
print("tests ok")
```

It prints:

```
heat capacity C = 1.000e+06 J/(m^3 K)
phonon speed v = 3000 m/s
mean free path L = 100 nm
contact temperature difference = 1.0 K
bulk conductivity k = 100.00 W/(m K)
ballistic flux C v dT/4 = 7.5000e+08 W/m^2
thickness d = 10 nm, d/L = 0.1
  mean cosine m = 0.6780 (dimensionless)
  k_eff numerical = 6.87 W/(m K)
  k_eff interpolation = 6.98 W/(m K)
  k_eff lower bound = 4.76 W/(m K)
  heat flux numerical = 6.868e+08 W/m^2
thickness d = 100 nm, d/L = 1
  mean cosine m = 0.7047 (dimensionless)
  k_eff numerical = 41.51 W/(m K)
  k_eff interpolation = 42.86 W/(m K)
  k_eff lower bound = 33.33 W/(m K)
  heat flux numerical = 4.151e+08 W/m^2
thickness d = 1000 nm, d/L = 10
  mean cosine m = 0.7104 (dimensionless)
  k_eff numerical = 87.56 W/(m K)
  k_eff interpolation = 88.24 W/(m K)
  k_eff lower bound = 83.33 W/(m K)
  heat flux numerical = 8.756e+07 W/m^2
thickness d = 10000 nm, d/L = 100
  mean cosine m = 0.7104 (dimensionless)
  k_eff numerical = 98.59 W/(m K)
  k_eff interpolation = 98.68 W/(m K)
  k_eff lower bound = 98.04 W/(m K)
  heat flux numerical = 9.859e+06 W/m^2
hot-face temperature jump at d = L: 0.242 K
transmitted fraction at d = L, solver: 0.5534
transmitted fraction at d = L, walks: 0.5520
standard error of walk fraction: 0.0008
thin-film test thickness d/L = 0.001
  mean cosine m = 0.6668 (dimensionless)
  transmitted fraction = 0.99900
  loss slope numerical = 0.996 per d/L
  loss slope interpolation = 0.749 per d/L
largest interpolation excess = 3.37 percent
  found near d/L = 0.71 (dimensionless)
tests ok
```
